# Why Ions Tilt at a Wafer Edge: Inclined Sheath Equipotentials

**Q.** Holes etched near the edge of my wafers lean, while those near the centre stand upright. I am told that the sheath over the surrounding ring has a different thickness, and that curved equipotentials push the ions sideways. Is that right?

**A.** Nearly, but the word "curved" points to the wrong property. Let $x$ run from the wafer towards the ring and $z$ upwards into the plasma. The plasma potential is zero, and the potential $\phi$ is negative in the sheath. Follow one equipotential, $z=\zeta(x)$. Since $\phi(x,\zeta(x))$ is constant, its derivative along the contour vanishes:

$$\frac{\partial\phi}{\partial x}+\frac{\partial\phi}{\partial z}\,\zeta'=0 .$$

With $E_x=-\partial\phi/\partial x$ and $E_z=-\partial\phi/\partial z$, this becomes $E_x=-E_z\zeta'$. The field that pulls positive ions down has $E_z<0$, so

$$E_x=|E_z|\,\zeta'(x).$$

The lateral field is set by the slope of the equipotential. Curvature is a change of slope, and it comes in because the equipotentials are flat far from the boundary on both sides. If they lie at different heights there, they must bend to join, and between the two bends they are inclined.

**Q.** Which way do the ions go if the ring has the thicker sheath?

**A.** Suppose first that wafer and ring are flush, and that they have the same voltage or receive the same ion flux. The thicker sheath then lifts the equipotentials over the ring, so $\zeta'>0$ and $E_x>0$. The ions are pushed towards the ring. Put another way, at a fixed height a point over the ring lies deeper in the sheath, at a more negative potential, and positive ions are drawn there. I shall count tilt towards the ring as positive.

**Q.** My wafer conducts, so it is an equipotential. How can there be a lateral field at its surface?

**A.** There is none at the surface. The ion gains its sideways velocity higher up and keeps it. To see where, we need a sheath profile. Take a static, collisionless sheath with singly charged ions of mass $M$ that start almost from rest at its edge, and neglect electrons inside it. Let $d$ be the distance below the edge and write $\phi=-\Phi(d)$. Energy conservation gives the speed $\sqrt{2e\Phi/M}$, so an ion flux $\Gamma$ has density $\Gamma/\sqrt{2e\Phi/M}$. Poisson's equation is then

$$\Phi''=\frac{e\Gamma}{\varepsilon_0}\sqrt{\frac{M}{2e\Phi}} .$$

Try $\Phi=Cd^{4/3}$. The left side is $\tfrac49Cd^{-2/3}$, and the right side also varies as $d^{-2/3}$. Equating the coefficients gives

$$C^{3/2}=\frac{9e\Gamma}{4\varepsilon_0}\sqrt{\frac{M}{2e}} .$$

This solution has zero potential and zero field at the edge, as required. If the surface is at $-V$ and the sheath has thickness $s$, then $V=Cs^{4/3}$. With $u=1-z/s$, we have Child's profile, $\phi=-Vu^{4/3}$.

Now let $s$ vary slowly with $x$ while $V$ stays fixed. Since $\partial u/\partial x=zs'/s^2$,

$$E_x=\frac43V u^{1/3}\frac{z s'}{s^2}=\frac{4Vs'}{3s}(1-u)u^{1/3}.$$

This vanishes at the wafer, where $u=1$, and at the sheath edge, where $u=0$. Setting the derivative of $(1-u)u^{1/3}$ to zero gives $1-u=3u$, so the lateral field is greatest at $u=1/4$, three quarters of the way up.

**Q.** Can you turn that field into an angle?

**A.** Yes. Let $v_0=\sqrt{2eV/M}$ be the landing speed. At depth $u$ the ion moves at $v_0u^{2/3}$, so it crosses a layer $s\,du$ in the time $dt=s\,du/(v_0u^{2/3})$. To first order in the slope we may use this undeflected motion:

$$v_x=\frac eM\int E_x\,dt
=\frac{4eVs'}{3Mv_0}\int_0^1(1-u)u^{-1/3}du .$$

The integral is $3/2-3/5=9/10$, and $eV/M=v_0^2/2$. Hence

$$v_x=\frac43\cdot\frac12\cdot\frac9{10}\,v_0s'=\frac35v_0s',\qquad
\tan\theta=\frac35\frac{ds}{dx}.$$

The ion mass has cancelled. A heavier ion spends longer in the lateral field but is accelerated less, and both velocity components scale as $M^{-1/2}$.

**Q.** The ring and the wafer can also be at different voltages. Must I repeat the integral for each arrangement?

**A.** There is a more general route. Treat the ions as a steady flow with one velocity $\mathbf v$ at each point, which holds until rays cross. Newton's law is

$$(\mathbf v\cdot\nabla)\mathbf v=-\frac eM\nabla\phi,$$

and a vector identity gives

$$(\mathbf v\cdot\nabla)\mathbf v=\nabla\frac{v^2}{2}-\mathbf v\times(\nabla\times\mathbf v).$$

All ions have the same total energy, so $\nabla(v^2/2)=-(e/M)\nabla\phi$. Comparing the two expressions leaves $\mathbf v\times(\nabla\times\mathbf v)=0$. For a straight wafer edge the motion is in the $xz$ plane and the curl is perpendicular to it. The cross product can then vanish for moving ions only if the curl itself is zero. We may therefore write $\mathbf v=\nabla S$.

Along a ray, $dS=\mathbf v\cdot d\mathbf l=v\,dl$. If the ions start normal to a surface, $S$ is constant on that surface and can be set to zero there. So $S=\int v\,dl$ from start to landing, which is the action per unit mass. On a flat horizontal surface,

$$v_x=\frac{dS}{dx}.$$

The sideways landing velocity is the lateral gradient of the action.

**Q.** Does this reproduce your three fifths?

**A.** It does, and it adds the voltage term. In a planar Child sheath

$$S=\int_0^s v\,dz=v_0s\int_0^1u^{2/3}du=\frac35v_0s .$$

When $s$ and $V$ vary over distances much longer than $s$, we may use this local value; the corrections to the slope formula are of higher order. Then

$$v_x=\frac35\left(v_0s'+s\,v_0'\right).$$

Because $v_0\propto V^{1/2}$, we have $v_0'/v_0=V'/(2V)$. Dividing by the downward speed, which is $v_0$ to leading order, gives

$$\tan\theta=\frac35\frac{ds}{dx}+\frac3{10}\frac sV\frac{dV}{dx}.$$

The two terms can oppose each other. A thicker sheath over the ring goes with an inward tilt if the voltage falls, in relative terms, by more than twice as much as the thickness rises.

Two limits are useful. If the voltage is fixed and the thickness changes through the plasma density, the second term is absent and $\tan\theta=\tfrac35s'$. If instead the ion flux is fixed, then $C$ is fixed and $V=Cs^{4/3}$. Hence $V'/V=\tfrac43s'/s$, and

$$\tan\theta=\left(\frac35+\frac3{10}\cdot\frac43\right)s'=s'.$$

The second limit also settles the matter of curvature. Take $s=s_0+\alpha x$ with constant $\alpha$. The potential is $-C(s_0+\alpha x-z)^{4/3}$, whose equipotentials are straight parallel planes of slope $\alpha$. The force has one direction everywhere, so ions starting from rest follow straight lines with $\tan\theta=\alpha$. There is tilt without any curvature. A single conductor cannot supply this surface voltage, but the case separates the two ideas.

**Q.** At my wafer edge the change is abrupt. What survives when "slowly varying" fails?

**A.** The action gradient survives, because its derivation did not assume slow variation. Integrate it along the flush surfaces from a point far inside the wafer to one far out on the ring:

$$\int v_x\,dx=S_{\rm ring}-S_{\rm wafer}.$$

The right side needs two planar sheaths and nothing about the transition. The transition decides how the sideways velocity is distributed.

For equal ion flux the total has a simple reading. The two planar profiles are the same when measured downwards from the plasma; the ring's profile merely continues through an extra layer of thickness $\Delta s$. Start all ions from one horizontal plane in the plasma, with speed $u_0$. An ion bound for the ring crosses the extra layer at a mean speed $\bar v$, but travels $\Delta s$ less through the plasma at speed $u_0$. So

$$S_{\rm ring}-S_{\rm wafer}=(\bar v-u_0)\Delta s .$$

Dividing by $\bar v$, which is close to the landing speed when $\Delta s$ is small, gives an area under the curve of $\tan\theta$ of about $(1-u_0/\bar v)\Delta s$. A thickness difference of a few tenths of a millimetre, spread over a few millimetres, therefore means a tilt of a few degrees.

**Q.** Let us have numbers for an etcher.

**A.** Take an electron temperature $T_e=3$ eV, a plasma density of $3\times10^{10}$ cm$^{-3}$ and model ions of mass 40 u. The wafer is 300 V below the plasma and a flush ring 360 V below it, with a 0.3 mm gap between them. These voltages are held constant for long enough that the sheath has settled.

Here I keep the electrons, with density proportional to $e^{e\phi/T_e}$ ($T_e$ as an energy). The ions enter at $u_0=1.2\,c_s$, where $c_s=\sqrt{T_e/M}$, a little above the Bohm minimum. Measure length in Debye lengths, here 0.0743 mm, and let $\eta=-e\phi/T_e$. With $m=1.2$, the planar Poisson equation is

$$\eta''=\frac{m}{\sqrt{m^2+2\eta}}-e^{-\eta}.$$

Multiply by $\eta'$ and integrate from the plasma, where $\eta=\eta'=0$:

$$\tfrac12\eta'^2=m^2\left(\sqrt{1+2\eta/m^2}-1\right)+e^{-\eta}-1 .$$

A numerical integral of $d\eta/\eta'$ then gives the thickness. I count it from the point where the potential has fallen by 3 V. The result is 2.02 mm over the wafer and 2.28 mm over the ring, a difference of 0.268 mm.

In units of $c_s$, the landing speeds are $\sqrt{1.2^2+200}=14.2$ and $\sqrt{1.2^2+240}=15.5$, with mean 14.9. The predicted area is

$$\left(1-\frac{1.2}{14.9}\right)(0.268\ {\rm mm})=0.246\ {\rm mm}.$$

To find how the tilt is distributed, I solved Poisson's equation in two dimensions by finite differences. The ion density came from rays traced through the computed field, including their bunching, and the two calculations were repeated in turn until they agreed. The potential was taken as linear across the gap. Integrating $v_x$ from these rays and dividing by the same mean landing speed gives 0.244 mm, about 1% below the planar prediction.

**Q.** And the angle at a given place?

**A.** At 1 mm inside the wafer edge it is 2.1° towards the ring. If an ion then flies straight down a hole 5000 nm deep, it is displaced at the bottom by

$$5000\tan(2.1^\circ)\approx180\ {\rm nm}.$$

The tilt is 3.4° at 0.5 mm, 0.84° at 2 mm and 0.33° at 3 mm. Between 1 and 3 mm it falls by a factor of about 2.5 per millimetre, so the disturbance reaches inward by a distance comparable with the sheath thickness.

The computed field can be checked against the slope formula. At 0.6 mm inside the edge and 0.9 mm above the wafer, the lateral field is 117 V/cm and the downward field 1651 V/cm. Their ratio is 0.071. The slope of the equipotential through that point, found separately from its height on either side, is also 0.071.

**Q.** Suppose instead that the ring is held at the wafer's voltage, so that the two sheaths are equally thick. If the ring then wears down, its sheath keeps that thickness. Will the ions still land upright?

**A.** No, and this is where "different thickness" fails as a general explanation. Lower the ring by 0.3 mm and keep it at 300 V. Both planar sheaths are now 2.02 mm thick, but the one over the ring sits 0.3 mm lower. The equipotentials slope down towards the ring, so the ions tilt inwards, towards the wafer centre. The same two-dimensional calculation gives −1.9° at 1 mm. What matters is the mismatch in the heights of the equipotentials. For flush surfaces, a thickness difference produces that mismatch.

**Q.** Then can I correct for wear by raising the ring voltage?

**A.** In this model, largely. Begin with a wafer sheath that depends on $z$ alone, and continue its planar solution below the wafer's level. At a depth $d$ below that level it has a definite potential. If the worn ring surface lies there and is held at that potential, the planar solution fits both surfaces. The ring's sheath is then thicker by $d$, yet the equipotentials above are level.

The extra voltage is, to leading order in $d/s$, the field at the wafer surface times the wear:

$$\Delta V\approx(2180\ {\rm V/cm})(0.030\ {\rm cm})\approx65\ {\rm V}.$$

The field grows with depth, so the planar integral asks for slightly more, 67 V, and the ring must be at 367 V. Its sheath is then 2.32 mm thick, against 2.02 mm over the wafer. Here are the computed tilts for the three cases:

| Distance inside edge | Flush, 360 V | Worn, 300 V | Worn, 367 V |
|---|---:|---:|---:|
| 0.5 mm | 3.4° | −3.3° | −0.23° |
| 1 mm | 2.1° | −1.9° | −0.13° |
| 2 mm | 0.84° | −0.71° | −0.05° |
| 3 mm | 0.33° | −0.27° | −0.02° |

The numerical uncertainty is about 0.1° in the first two columns. The last column is sensitive to the grid at the wafer corner: on a finer grid it moves to about −0.25° at 0.5 mm and −0.145° at 1 mm, a shift of up to 0.03°. This does not include the assumed linear potential across the gap. If the potential in the middle of the gap is about 16 V less negative, as it may be when the field sags into an open gap, the flush tilt at 1 mm falls from 2.1° to 2.0°, and the tilt left after correction grows from 0.13° to 0.17°. At 1 mm the correction leaves about 7% of the worn-ring tilt. A remainder is to be expected: the exposed side wall of the wafer is at 300 V over its whole height, and the gap has its own potential, so neither follows the planar solution. The correction also assumes equal ion flux to wafer and ring. It should be recalculated if the plasma density or the wafer voltage changes.

**Q.** How much of this may I carry over to a real machine?

**A.** The way of reasoning, with some care; the numbers only for similar conditions. The density, electron temperature and millimetre sheath are roughly those of low-pressure plasma etchers, but etching of very deep holes often uses biases well above 300 V. At 3 kV in the same plasma, the planar integral gives a sheath about 10 mm thick, so the millimetre scale no longer applies. The assumption I would question first is uniform plasma supply. In the Child model $C\propto\Gamma^{2/3}$, so at fixed voltage $s\propto\Gamma^{-1/2}$. If the ion flux over the flush 360 V ring were 10% lower, its 2.28 mm sheath would be thicker by a factor $0.9^{-1/2}\approx1.054$, or about 0.12 mm. By the three-fifths rule this adds $0.6\times0.12\approx0.07$ mm to the tilt area, more than a quarter of the 0.244 mm found with equal flux. A modest density gradient can thus shift the best ring voltage noticeably.

**Q.** What about collisions and the ions' thermal motion?

**A.** For a gas at 5 mTorr and 400 K, and an assumed collision cross section of $5\times10^{-15}$ cm$^2$, the mean free path is 16.6 mm. The fraction of ions that collide in the wafer sheath is

$$1-e^{-2.02/16.6}\approx0.11 .$$

Those ions arrive with a different energy and direction, and the formulas here do not describe them. At much higher pressure the collisionless picture fails. It also fails at high bias, because the sheath is thicker: at 3 kV, with the same plasma, gas and cross section, nearly half the ions would collide in it.

An ion temperature of 0.05 eV gives, along one lateral direction, an rms angular spread of $\sqrt{0.05/(2\times300)}=0.0091$ rad, or 0.52°. This broadens the beam about its mean direction. At 1 mm the mean tilt is four times the spread; at 3 mm it is smaller than the spread, though it still displaces the centre of the distribution.

**Q.** And if my bias is a radio-frequency sine wave instead of a pulse?

**A.** Compare the period with the ion transit time. Here an ion crosses the wafer sheath in about 120 ns. A voltage plateau must last much longer than this before the static calculation applies, because the sheath itself has to settle. After a step to higher voltage, its edge moves up into the plasma until the ion flow is steady again. The natural time for this is the sheath thickness divided by the entry speed, here 2.02 mm/(3.2 km/s), or about 630 ns. After a step from 15 V to 300 V, the planar sheath is within about 5% of its static thickness by then, and within about 2% after 1000 ns. The early part of a 1000 ns plateau is therefore not static. At 13.56 MHz the period is 74 ns, so the ion crosses in between one and two cycles. It follows neither the instantaneous field nor a well-averaged one, and a time-dependent calculation is needed. If the period is much shorter than the transit, the ions respond mainly to the mean potential, and the slope of the mean equipotentials takes the place of the static slope.

**Q.** When I next see leaning holes, what should I ask about first?

**A.** Ask at what height a given equipotential lies over the wafer and over the ring. Surface height, voltage and plasma density all enter that answer. If all the equipotentials lie clearly higher over the ring, expect ions to lean outwards; if all lie clearly lower, inwards. When the mismatch is small, the side wall and the gap can decide the sign: with the worn ring at 370 V the equipotentials far over the ring lie 0.01 mm higher, yet the tilt at 1 mm is still about −0.07°. When both flux and voltage differ, the shallow equipotentials may rise towards the ring while the deep ones fall. One contour is then not enough. For flush surfaces the difference in action gives the sideways velocity summed over wafer and ring, but the tilt at a particular place on the wafer can have the opposite sign. Then ask whether the ions really enter the hole as they left the sheath. Charge on insulating hole walls can deflect them further, and that deflection is outside this calculation.
